**Three levels of screening and the self-consistent hybrid gap in a flat two-band crystal**

The program tests the dielectric constant ε = 1 + S/D of a crystal of two-site dimers, where D is E for independent particles (IP), E + L for RPA with local fields, and E + L − αU with the nonlocal exchange kernel (XK). Here E = Δ0 + αV is the gap (Δ0 is `gap0` in the code), α the exchange fraction, U and V the on-site and intra-dimer Coulomb integrals, L the local-field term, and S = 4πd²/Ω for dimer length d and cell volume Ω. It asserts U and V against Fourier quadrature, L against a real-space lattice sum, and the IP and RPA results against a numerically built and inverted dielectric matrix. Finite-field mean-field calculations test the gap, all three dielectric constants, the point where IP and XK coincide, the spin response, and the closed-form solution of α = 1/ε(α). The output shows that RPA and XK give the same fraction, 0.512, when ε is taken at α = 0. At self-consistency the fractions are 0.437 (IP), 0.606 (RPA) and 0.449 (XK), with gaps of 9.96, 11.71 and 10.09 eV. The closeness of IP and XK comes from a near cancellation of L and αU for these model parameters.

## Numerical verification

```python
"""Dielectric constant, exchange fraction and gap of a flat two-band crystal.

Result under test (Hartree atomic units):
    gap      E(alpha) = gap0 + alpha*V
    epsilon  = 1 + S/D,   S = 4 pi d^2 / volume
    D = E                    independent particles (IP)
    D = E + L                RPA with local fields
    D = E + L - alpha*U      RPA plus nonlocal exchange kernel (XK)
and the self-consistent fraction alpha = 1/epsilon(alpha) in closed form.
Symbols: d dimer length, sigma Gaussian width of a site density, a cubic
lattice constant, U on-site and V intra-dimer Coulomb integral, L local-field
term, gap0 the gap without exchange. Each cell has two sites, two electrons.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
gap0, d, sigma, a = 0.20, 2.5, 0.9, 5.5
volume = a**3
S = 4 * np.pi * d**2 / volume
U = 1 / (sigma * np.sqrt(np.pi))
V = erf(d / (2 * sigma)) / d
LEVELS = ("IP", "RPA", "XK")


def integer_grid(n):
    r = np.arange(-n, n + 1)
    return np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T


# Local-field term from the reciprocal-lattice sum without G = 0
G = integer_grid(8) * 2 * np.pi / a
G = G[np.any(G != 0, axis=1)]
G2 = np.sum(G**2, axis=1)
L = 16 * np.pi / volume * np.sum(
    np.sin(G[:, 2] * d / 2)**2 * np.exp(-sigma**2 * G2) / G2)


def gap_formula(alpha):
    return gap0 + alpha * V


def denominator(level, alpha):
    D = gap_formula(alpha)
    if level != "IP":
        D += L
    if level == "XK":
        D -= alpha * U
    return D


def eps_formula(level, alpha):
    return 1 + S / denominator(level, alpha)


def fraction_formula(level):
    D0 = gap0 if level == "IP" else gap0 + L
    c = V - U if level == "XK" else V
    b = D0 + S - c
    return 2 * D0 / (b + np.sqrt(b * b + 4 * c * D0))


# Test: Coulomb integrals by Fourier quadrature
U_quad = 2 / np.pi * quad(lambda k: np.exp(-(sigma * k)**2), 0, 15)[0]
V_quad = 2 / np.pi * quad(
    lambda k: np.sinc(k * d / np.pi) * np.exp(-(sigma * k)**2),
    0, 15, limit=200)[0]
assert abs(U - U_quad) < 1e-8 and abs(V - V_quad) < 1e-8

# Test: local-field term by a spherical real-space sum plus Lorentz field
cells = integer_grid(30)
n2 = np.sum(cells**2, axis=1)
R = cells[(n2 > 0) & (n2 <= 900)] * a


def coulomb(shift):
    r = np.sqrt(R[:, 0]**2 + R[:, 1]**2 + (R[:, 2] + shift)**2)
    return erf(r / (2 * sigma)) / r


intercell = np.sum(coulomb(0) - 0.5 * coulomb(d) - 0.5 * coulomb(-d))
L_real = 2 * (U - V) + 2 * intercell - S / 3
assert abs(L - L_real) < 1e-5


# Test: microscopic dielectric matrix at small q, its head and its inverse
def dielectric_matrix(gap, q=1e-3):
    k = integer_grid(4) * 2 * np.pi / a
    head = int(np.argmin(np.sum(k**2, axis=1)))
    k = k + np.array([0, 0, q])
    k2 = np.sum(k**2, axis=1)
    pair_density = np.sin(k[:, 2] * d / 2) * np.exp(-sigma**2 * k2 / 2)
    x = np.sqrt(4 * np.pi / k2) * pair_density
    # two spins and two time orders give the factor 4
    matrix = np.eye(len(k)) + 4 / (gap * volume) * np.outer(x, x)
    return matrix[head, head], 1 / np.linalg.inv(matrix)[head, head]


for alpha in (0.0, 0.25, 0.6):
    head_eps, macro_eps = dielectric_matrix(gap_formula(alpha))
    assert abs(head_eps - eps_formula("IP", alpha)) < 2e-5
    assert abs(macro_eps - eps_formula("RPA", alpha)) < 2e-5

# Finite-field mean field with separate Hartree and exchange feedback
site_v = np.array([[U, V], [V, U]])
h0 = np.array([[0, -gap0 / 2], [-gap0 / 2, 0]])
z = np.diag([d / 2, -d / 2])
tau = np.diag([1.0, -1.0])


def occupied(F):
    orbital = np.linalg.eigh(F)[1][:, 0]
    return np.outer(orbital, orbital)


def zero_field(alpha):
    P = occupied(h0)
    for _ in range(200):
        F = h0 - alpha * site_v * P
        P = occupied(F)
    return F, P


def scf_gap(alpha):
    e = np.linalg.eigvalsh(zero_field(alpha)[0])
    return e[1] - e[0]


def finite_field(alpha, hartree, exchange, spin_sign=1, field=1e-5):
    """Site polarization of each spin; spin_sign=-1 is a spin field."""
    F0, P0 = zero_field(alpha)
    P = [P0.copy(), P0.copy()]
    for _ in range(4000):
        delta = np.trace(tau @ (P[0] + P[1]))
        new = []
        for s, sign in enumerate((1, spin_sign)):
            F = F0 + sign * field * z
            if hartree:
                F = F + L_real / 4 * delta * tau
            if exchange:
                F = F - alpha * site_v * (P[s] - P0)
            new.append(0.6 * P[s] + 0.4 * occupied(F))
        change = max(np.abs(new[s] - P[s]).max() for s in (0, 1))
        P = new
        if change < 1e-14:
            break
    assert change < 1e-13
    return [np.trace(tau @ p) / field for p in P]


def eps_scf(level, alpha):
    up, down = finite_field(alpha, level != "IP", level == "XK")
    dipole_per_field = -d / 2 * (up + down)
    return 1 + 4 * np.pi * dipole_per_field / volume


# Test: gap and all three dielectric constants against the mean field
for alpha in (0.0, 0.25, 0.6):
    assert abs(scf_gap(alpha) - gap_formula(alpha)) < 1e-10
    for level in LEVELS:
        assert abs(eps_scf(level, alpha) - eps_formula(level, alpha)) < 5e-5

# Test: IP and XK coincide where exchange cancels the local field
alpha_cross = L / U
assert abs(eps_scf("IP", alpha_cross) - eps_scf("XK", alpha_cross)) < 5e-5

# Test: self-consistent fractions found by iterating the mean field
fraction = {}
for level in LEVELS:
    alpha = 0.0
    for _ in range(40):
        previous, alpha = alpha, 1 / eps_scf(level, alpha)
        if abs(alpha - previous) < 1e-9:
            break
    assert abs(alpha - previous) < 1e-8
    fraction[level] = fraction_formula(level)
    assert abs(alpha - fraction[level]) < 5e-5

# Test: order of the fractions and gaps in this example
assert fraction["XK"] < alpha_cross
assert fraction["IP"] < fraction["XK"] < fraction["RPA"]
assert (scf_gap(fraction["IP"]) < scf_gap(fraction["XK"])
        < scf_gap(fraction["RPA"]))

# Test: spin response and stability of the nonmagnetic state
spin_den = {}
for level in LEVELS:
    alpha = fraction[level]
    spin_den[level] = gap_formula(alpha) - alpha * U
    up, down = finite_field(alpha, True, True, spin_sign=-1)
    measured = -2 * d / (up - down)
    assert abs(measured / spin_den[level] - 1) < 1e-3
    assert measured > 0

print(f"gap without exchange gap0 = {gap0:.4f} hartree")
print(f"dimer length d = {d:.2f} bohr")
print(f"site width sigma = {sigma:.2f} bohr")
print(f"lattice constant a = {a:.2f} bohr")
print(f"cell volume = {volume:.3f} bohr^3")
print(f"on-site integral U = {U:.5f} hartree")
print(f"intra-dimer integral V = {V:.5f} hartree")
print(f"polarization strength S = {S:.5f} hartree")
print(f"local-field term L, reciprocal sum = {L:.5f} hartree")
print(f"local-field term L, real-space sum = {L_real:.5f} hartree")
print(f"crossing fraction L/U = {alpha_cross:.4f} (no unit)")
print(f"common alpha = 0.25: gap = {gap_formula(0.25):.5f} hartree")
for level in LEVELS:
    print(f"  {level}: D = {denominator(level, 0.25):.5f} hartree, "
          f"epsilon = {eps_formula(level, 0.25):.4f}")
print("one-shot, epsilon taken at alpha = 0:")
for level in LEVELS:
    e = eps_formula(level, 0.0)
    print(f"  {level}: epsilon = {e:.4f}, 1/epsilon = {1/e:.4f}, "
          f"gap = {gap_formula(1/e):.5f} hartree")
print("self-consistent, alpha = 1/epsilon(alpha):")
for level in LEVELS:
    f = fraction[level]
    g = gap_formula(f)
    print(f"  {level}: D = {denominator(level, f):.5f} hartree, "
          f"epsilon = {eps_formula(level, f):.4f}")
    print(f"  {level}: alpha = {f:.4f}, gap = {g:.5f} hartree "
          f"= {g * HARTREE_EV:.3f} eV")
    print(f"  {level}: spin denominator = {spin_den[level]:.5f} hartree")
for one, two in (("RPA", "IP"), ("RPA", "XK"), ("XK", "IP")):
    diff = V * (fraction[one] - fraction[two])
    print(f"gap difference {one} - {two} = {diff:.5f} hartree "
          f"= {diff * HARTREE_EV:.3f} eV")
print("every check passed")
```

Running it gives:

```
gap without exchange gap0 = 0.2000 hartree
dimer length d = 2.50 bohr
site width sigma = 0.90 bohr
lattice constant a = 5.50 bohr
cell volume = 166.375 bohr^3
on-site integral U = 0.62688 hartree
intra-dimer integral V = 0.38020 hartree
polarization strength S = 0.47207 hartree
local-field term L, reciprocal sum = 0.29578 hartree
local-field term L, real-space sum = 0.29578 hartree
crossing fraction L/U = 0.4718 (no unit)
common alpha = 0.25: gap = 0.29505 hartree
  IP: D = 0.29505 hartree, epsilon = 2.6000
  RPA: D = 0.59083 hartree, epsilon = 1.7990
  XK: D = 0.43411 hartree, epsilon = 2.0874
one-shot, epsilon taken at alpha = 0:
  IP: epsilon = 3.3603, 1/epsilon = 0.2976, gap = 0.31314 hartree
  RPA: epsilon = 1.9522, 1/epsilon = 0.5123, gap = 0.39476 hartree
  XK: epsilon = 1.9522, 1/epsilon = 0.5123, gap = 0.39476 hartree
self-consistent, alpha = 1/epsilon(alpha):
  IP: D = 0.36605 hartree, epsilon = 2.2896
  IP: alpha = 0.4368, gap = 0.36605 hartree = 9.961 eV
  IP: spin denominator = 0.09226 hartree
  RPA: D = 0.72619 hartree, epsilon = 1.6501
  RPA: alpha = 0.6060, gap = 0.43041 hartree = 11.712 eV
  RPA: spin denominator = 0.05050 hartree
  XK: D = 0.38497 hartree, epsilon = 2.2262
  XK: alpha = 0.4492, gap = 0.37078 hartree = 10.089 eV
  XK: spin denominator = 0.08919 hartree
gap difference RPA - IP = 0.06436 hartree = 1.751 eV
gap difference RPA - XK = 0.05963 hartree = 1.623 eV
gap difference XK - IP = 0.00473 hartree = 0.129 eV
every check passed
```
